# Free Dirac spinors, their norms and spin sums from Lorentz boosts

Take a free electron that moves along $z$ with its spin along $z$. In units with $\hbar=c=1$ the Dirac equation is

$$
i\partial_t\psi=(-i\boldsymbol\alpha\cdot\nabla+\gamma^0m)\psi,\qquad
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

where each entry is a $2\times2$ block and $m>0$. Insert $\psi=(a,0,b,0)^T e^{-i(Et-pz)}$ with real $a$ and $b$. Since $\sigma_z$ leaves $(1,0)^T$ unchanged, two equations remain:

$$
(E-m)a=pb,\qquad (E+m)b=pa .
$$

They are compatible if $E^2=m^2+p^2$. Take $E>0$ and write $E=m\cosh\eta$, $p=m\sinh\eta$, where $\eta$ is the rapidity. The second equation gives

$$
\frac ba=\frac{\sinh\eta}{\cosh\eta+1}
=\frac{2\sinh\frac\eta2\cosh\frac\eta2}{2\cosh^2\frac\eta2}
=\tanh\frac\eta2 .
$$

Thus $(a,b)=N(\cosh\frac\eta2,\sinh\frac\eta2)$. The wave equation is linear and says nothing about how $N$ depends on $p$. If $N=\sqrt{2m}$ at every momentum, then

$$
a^2-b^2=2m,\qquad a^2+b^2=2m\cosh\eta=2E .
$$

The moving spinor is the rest spinor $(\sqrt{2m},0)$ turned through a hyperbolic angle $\eta/2$. Such a turn preserves the difference of squares of any pair; applied to the rest spinor, whose lower entry is zero, it multiplies the sum of squares by $\cosh\eta$. For arbitrary directions of momentum and spin, the turn becomes a matrix, and Lorentz covariance explains why $N$ should stay fixed.

Multiplying the Dirac equation by $\gamma^0$ and defining $\gamma^i=\gamma^0\alpha_i$ gives

$$
(i\gamma^\mu\partial_\mu-m)\psi=0 .
$$

The metric is $(+,-,-,-)$, so that $p\cdot x=Et-\mathbf p\cdot\mathbf x$ and $\not p=\gamma^\mu p_\mu=E\gamma^0-\boldsymbol\gamma\cdot\mathbf p$. From the block forms, $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$ and $\gamma^0\alpha_i=-\alpha_i\gamma^0$.

For a particle at rest, put $\psi=w\,e^{\mp imt}$. The time derivative turns the equation into $\pm m\gamma^0w=mw$, or $\gamma^0w=\pm w$. The factor $e^{-imt}$ therefore goes with the upper two components and $e^{+imt}$ with the lower two. Choose

$$
u(0,s)=\sqrt{2m}\begin{pmatrix}\varphi_s\\0\end{pmatrix},\qquad
v(0,s)=\sqrt{2m}\begin{pmatrix}0\\\chi_s\end{pmatrix},
$$

with $\varphi_+=(1,0)^T$, $\varphi_-=(0,1)^T$ and $\chi_s=-i\sigma_2\varphi_s^*$. Explicitly, $\chi_+=(0,1)^T$ and $\chi_-=(-1,0)^T$. Both pairs are orthonormal. The norms and spin sums need no more than that; the particular choice of $\chi_s$ concerns the spin label of $v$.

Now let $\mathbf p=m\sinh\eta\,\mathbf n$, with $\mathbf n$ a unit vector, and set $A=\boldsymbol\alpha\cdot\mathbf n$. The anticommutator gives $A^2=n_in_j\,\tfrac12(\alpha_i\alpha_j+\alpha_j\alpha_i)=1$. The exponential series then separates into even and odd powers:

$$
S=e^{\eta A/2}=\cosh\frac\eta2+A\sinh\frac\eta2,\qquad
S^{-1}=\cosh\frac\eta2-A\sinh\frac\eta2 .
$$

To show that this matrix represents a boost, compare it with the Lorentz transformation $\Lambda$ that sets a resting particle in motion:

$$
(\Lambda x)^0=\cosh\eta\,x^0+\sinh\eta\,\mathbf n\cdot\mathbf x,\qquad
\mathbf n\cdot(\Lambda x)=\sinh\eta\,x^0+\cosh\eta\,\mathbf n\cdot\mathbf x,
$$

with transverse components unchanged. It takes $(m,\mathbf 0)$ to $(E,\mathbf p)$. The required relation is

$$
S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu .
$$

Let $G=\boldsymbol\gamma\cdot\mathbf n=\gamma^0A$. Then $GA=\gamma^0A^2=\gamma^0$, while $AG=A\gamma^0A=-\gamma^0$. Both $\gamma^0$ and $G$ therefore anticommute with $A$. If $X$ is either of them, moving it through $S$ reverses the sign of $A$, so $XS=S^{-1}X$ and

$$
S^{-1}XS=S^{-2}X=(\cosh\eta-A\sinh\eta)X .
$$

Since $-A\gamma^0=\gamma^0A=G$ and $-AG=\gamma^0$, this yields

$$
S^{-1}\gamma^0S=\cosh\eta\,\gamma^0+\sinh\eta\,G,\qquad
S^{-1}GS=\sinh\eta\,\gamma^0+\cosh\eta\,G .
$$

For a unit vector $\mathbf e$ perpendicular to $\mathbf n$, $A$ anticommutes with both factors of $\boldsymbol\gamma\cdot\mathbf e=\gamma^0\boldsymbol\alpha\cdot\mathbf e$. Two sign changes cancel, so this matrix commutes with $S$ and is unchanged. All components of the required relation are now established.

It follows that if $\psi$ solves the Dirac equation, so does $\psi'(x)=S\psi(\Lambda^{-1}x)$. By the chain rule, with the derivatives of $\psi$ evaluated at $\Lambda^{-1}x$,

$$
\begin{aligned}
i\gamma^\mu\partial_\mu\psi'
&=iS(S^{-1}\gamma^\mu S)(\Lambda^{-1})^\nu{}_\mu\partial_\nu\psi\\
&=iS\gamma^\rho(\Lambda^{-1})^\nu{}_\mu\Lambda^\mu{}_\rho\partial_\nu\psi
=S(i\gamma^\nu\partial_\nu\psi)=mS\psi=m\psi' .
\end{aligned}
$$

The time argument of a rest solution becomes $(\Lambda^{-1}x)^0=\cosh\eta\,t-\sinh\eta\,\mathbf n\cdot\mathbf x$. Multiplication by $m$ gives $Et-\mathbf p\cdot\mathbf x=p\cdot x$. The boosted rest waves are consequently

$$
u(p,s)e^{-ip\cdot x},\qquad v(p,s)e^{+ip\cdot x},\qquad
u(p,s)=Su(0,s),\quad v(p,s)=Sv(0,s).
$$

The same $S$ acts on both. The second wave has eigenvalues $-E$ and $-\mathbf p$ under $i\partial_t$ and $-i\nabla$; its label $p$ is nevertheless the four-vector with positive energy.

One identity supplies both the algebraic equations for the spinors and their spin sums. From $\gamma^0S^{-1}=S\gamma^0$,

$$
S\gamma^0S^{-1}=S^2\gamma^0
=\cosh\eta\,\gamma^0+\sinh\eta\,A\gamma^0
=\cosh\eta\,\gamma^0-\sinh\eta\,G=\frac{\not p}{m}.
$$

The minus sign comes from $A\gamma^0=-\gamma^0A$. Applying the identity to the boosted spinors gives $\not p\,u=mS\gamma^0u(0,s)=mu$ and $\not p\,v=mS\gamma^0v(0,s)=-mv$, that is,

$$
(\not p-m)u=0,\qquad(\not p+m)v=0 .
$$

For explicit components, the half-angle formulas give

$$
\cosh\frac\eta2=\sqrt{\frac{E+m}{2m}},\qquad
\sinh\frac\eta2=\frac{\sinh\eta}{2\cosh(\eta/2)}
=\frac{|\mathbf p|}{\sqrt{2m(E+m)}},
$$

and therefore

$$
S=\frac{E+m+\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2m(E+m)}} .
$$

The factor $\sqrt{2m}$ in the rest spinors cancels the one in the denominator:

$$
u(p,s)=\begin{pmatrix}\sqrt{E+m}\,\varphi_s\\[2pt]
\dfrac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\varphi_s\end{pmatrix},\qquad
v(p,s)=\begin{pmatrix}\dfrac{\boldsymbol\sigma\cdot\mathbf p}{\sqrt{E+m}}\chi_s\\[6pt]
\sqrt{E+m}\,\chi_s\end{pmatrix}.
$$

Because $(\boldsymbol\sigma\cdot\mathbf p)^2=\mathbf p^2$, the lower part of $u$ is smaller in length than the upper by the factor $|\mathbf p|/(E+m)$. This is about $|\mathbf p|/2m$ at low speed and approaches one at high energy.

A massless particle has no rest frame, so this construction requires $m>0$. If $m$ tends to zero at fixed nonzero $\mathbf p$, the rapidity diverges while the rest spinors shrink to zero. Their product stays finite, as the component formulas show. Had the rest spinors been given unit length instead, the boosted ones would diverge in this limit.

The norms follow from two properties of $S$. It is Hermitian, because the $\alpha_i$ are, and $\gamma^0S\gamma^0=S^{-1}$. With $\bar u=u^\dagger\gamma^0$,

$$
\bar u(p,s)=u^\dagger(0,s)S\gamma^0
=u^\dagger(0,s)\gamma^0(\gamma^0S\gamma^0)
=\bar u(0,s)S^{-1},
$$

and likewise for $\bar v$. In a product such as $\bar uu$ the factors $S^{-1}S$ cancel, leaving the rest values:

$$
\bar u(p,r)u(p,s)=2m\,\varphi_r^\dagger\varphi_s=2m\,\delta_{rs},\qquad
\bar v(p,r)v(p,s)=-2m\,\chi_r^\dagger\chi_s=-2m\,\delta_{rs}.
$$

The minus sign is the eigenvalue of $\gamma^0$ on the lower components. Mixed products vanish, $\bar u(p,r)v(p,s)=0$, since upper and lower rest spinors are orthogonal.

This also settles the question of $N$. A numerical factor multiplying $S$ would cancel from $S^{-1}\gamma^\mu S$, so the wave equation alone cannot exclude it. It would, however, multiply $\bar\psi\psi$ by its squared modulus. Requiring $\bar\psi\psi$ to be a Lorentz scalar fixes that modulus at one. The value $2m$ itself remains a convention, set by the rest spinors.

The Hermitian product behaves differently because $S$ is not unitary. Here two equal factors meet:

$$
u^\dagger(p,r)u(p,s)=u^\dagger(0,r)S^2u(0,s),\qquad
S^2=\cosh\eta+A\sinh\eta=\frac{E+\boldsymbol\alpha\cdot\mathbf p}{m}.
$$

The matrix $\boldsymbol\alpha\cdot\mathbf p$ exchanges upper and lower components, so it has no matrix element between two $u$ rest spinors, nor between two $v$ rest spinors. The energy term remains, and

$$
u^\dagger(p,r)u(p,s)=v^\dagger(p,r)v(p,s)
=\frac Em\,2m\,\delta_{rs}=2E\,\delta_{rs}.
$$

The growth with energy is that of the time component of a four-vector. Indeed,

$$
\bar u(p,r)\gamma^\mu u(p,s)
=\bar u(0,r)S^{-1}\gamma^\mu S\,u(0,s)
=\Lambda^\mu{}_\nu\,\bar u(0,r)\gamma^\nu u(0,s).
$$

At rest the $\nu=0$ element is $2m\delta_{rs}$, and the spatial elements vanish because $\gamma^0\gamma^i=\alpha_i$ is off-diagonal. Since $m\Lambda^\mu{}_0=p^\mu$, the result is $2p^\mu\delta_{rs}$. The same steps give $\bar v(p,r)\gamma^\mu v(p,s)=2p^\mu\delta_{rs}$. The ratio of current to density is $\mathbf p/E$, the particle velocity. A volume carried along with the particle contracts by $m/E$, while the density grows by $E/m$, so their product is unchanged.

For the spin sums, begin again at rest. Completeness of the two-component spinors means $\sum_s\varphi_s\varphi_s^\dagger=\sum_s\chi_s\chi_s^\dagger=1$. Hence

$$
\begin{aligned}
\sum_su(0,s)\bar u(0,s)&=2m\begin{pmatrix}1&0\\0&0\end{pmatrix}\gamma^0=m(\gamma^0+1),\\
\sum_sv(0,s)\bar v(0,s)&=2m\begin{pmatrix}0&0\\0&1\end{pmatrix}\gamma^0=m(\gamma^0-1).
\end{aligned}
$$

In the second line $\gamma^0$ turns the lower block into $-2m$. The boost puts $S$ on the left and $S^{-1}$ on the right. The unit matrix is unchanged, and $m\gamma^0$ becomes $\not p$:

$$
\sum_su(p,s)\bar u(p,s)=\not p+m,\qquad
\sum_sv(p,s)\bar v(p,s)=\not p-m .
$$

Any other orthonormal pair of rest spinors gives the same sums, because the derivation uses their completeness and not their directions. The traces confirm the normalization: $\not p$ is traceless, so the right-hand sides have traces $4m$ and $-4m$, equal to the sums of two norms $2m$ and two norms $-2m$. If one prefers $u^\dagger u=1$, every spinor is divided by $\sqrt{2E}$ and both spin sums by $2E$.

Although $\bar u(p,r)v(p,s)$ vanishes, the Hermitian overlap at the same label generally does not. The off-diagonal part of $S^2$ now contributes:

$$
u^\dagger(p,r)v(p,s)=\frac{2m}{m}\varphi_r^\dagger\,\boldsymbol\sigma\cdot\mathbf p\,\chi_s
=2\varphi_r^\dagger\,\boldsymbol\sigma\cdot\mathbf p\,\chi_s .
$$

There is no conflict with the orthogonality of eigenvectors of a Hermitian matrix. The wave belonging to $v(p,s)$ has wave vector $-\mathbf p$, so $u(p)$ and $v(p)$ are eigenvectors of two different matrices, $\boldsymbol\alpha\cdot\mathbf p+\gamma^0m$ and $-\boldsymbol\alpha\cdot\mathbf p+\gamma^0m$. To compare equal wave vectors, reverse the momentum label of $v$, written $v(-\mathbf p,s)$ at the same positive $E$. This replaces $S$ by $S^{-1}$, and

$$
u^\dagger(\mathbf p,r)v(-\mathbf p,s)=u^\dagger(0,r)SS^{-1}v(0,s)=0 .
$$

These four spinors span the space at one wave vector. Multiplying the spin sums on the right by $\gamma^0$, and using $\boldsymbol\gamma\cdot\mathbf p\,\gamma^0=-\boldsymbol\alpha\cdot\mathbf p$, gives

$$
\begin{aligned}
\sum_su(\mathbf p,s)u^\dagger(\mathbf p,s)&=E+\boldsymbol\alpha\cdot\mathbf p+\gamma^0m,\\
\sum_sv(-\mathbf p,s)v^\dagger(-\mathbf p,s)&=E-\boldsymbol\alpha\cdot\mathbf p-\gamma^0m .
\end{aligned}
$$

Their sum is $2E$ times the unit matrix, which is the completeness relation in this normalization.

The choice of $\chi_s$ ties the label of $v$ to that of $u$. In the present representation $\gamma^2$ is the one gamma matrix that is not real, and $\gamma^{2*}=-\gamma^2$. Hence $\gamma^2\gamma^{\mu*}=-\gamma^\mu\gamma^2$ for every $\mu$. Passing through the two factors of $\alpha_i=\gamma^0\gamma^i$ gives $\gamma^2\alpha_i^*=\alpha_i\gamma^2$, and so $i\gamma^2S^*=S\,i\gamma^2$. At rest $i\gamma^2u(0,s)^*=v(0,s)$ by the definition of $\chi_s$, and the boost preserves the relation:

$$
v(p,s)=i\gamma^2u(p,s)^* .
$$

Its meaning appears when a charge $q$ is coupled to a real potential $A_\mu$, through $[\gamma^\mu(i\partial_\mu-qA_\mu)-m]\psi=0$. Complex conjugation followed by multiplication with $i\gamma^2$ gives

$$
[\gamma^\mu(i\partial_\mu+qA_\mu)-m](i\gamma^2\psi^*)=0 .
$$

The conjugate wave obeys the equation for the opposite charge. Thus $v(p,s)e^{ip\cdot x}$ is the conjugate of a wave with momentum $p$ and rest-spin label $s$. As a matrix eigenvalue the spin is reversed: with $\Sigma_z=\mathrm{diag}(\sigma_z,\sigma_z)$, one has $\Sigma_zv(0,+)=-v(0,+)$.

Even for $u$, the label $s$ names the spin state before the boost and need not be an eigenvalue of $\Sigma_z$ afterwards. For $s=+$ use

$$
(\boldsymbol\sigma\cdot\mathbf p)\sigma_z(\boldsymbol\sigma\cdot\mathbf p)
=2p_z\,\boldsymbol\sigma\cdot\mathbf p-\mathbf p^2\sigma_z,
$$

which follows from $\sigma_z\,\boldsymbol\sigma\cdot\mathbf p=2p_z-\boldsymbol\sigma\cdot\mathbf p\,\sigma_z$. Its expectation value in $\varphi_+$ is $2p_z^2-\mathbf p^2$. With $\mathbf p^2=(E-m)(E+m)$,

$$
\langle\Sigma_z\rangle
=\frac1{2E}\left[E+m+\frac{2p_z^2-\mathbf p^2}{E+m}\right]
=\frac mE+\frac{p_z^2}{E(E+m)} .
$$

This equals one for motion along $z$, as in the opening case, and $m/E$ for motion perpendicular to $z$.

A numerical case makes the signs visible. Give an electron the momentum $\mathbf p=(\tfrac14,\tfrac12,\tfrac12)m$. Then $|\mathbf p|=0.75\,m$, $E=1.25\,m$, the speed is $0.6$ and the rapidity is $0.693$. Here $\sqrt{E+m}=1.5\sqrt m$, and

$$
\boldsymbol\sigma\cdot\mathbf p=m\begin{pmatrix}\frac12&\frac14-\frac i2\\[2pt]\frac14+\frac i2&-\frac12\end{pmatrix}.
$$

Dividing its columns by $1.5\sqrt m$ gives the small components:

$$
u(p,+)=\sqrt m\begin{pmatrix}\frac32\\0\\\frac13\\\frac16+\frac i3\end{pmatrix},\qquad
v(p,+)=\sqrt m\begin{pmatrix}\frac16-\frac i3\\-\frac13\\0\\\frac32\end{pmatrix}.
$$

The squared length of the small part of $u$ is $(\frac19+\frac5{36})m=0.25\,m$, and that of the large part is $2.25\,m$. Their difference is $\bar uu=2m$, or $1022.0$ keV; their sum is $u^\dagger u=2.5\,m=2E$, or $1277.5$ keV. For $v$ the large part is the lower one, so the difference changes sign and the sum does not. The overlap $u^\dagger(p,+)v(p,+)$ is $2(\frac14-\frac i2)m=(0.5-i)m$, whereas $\bar u(p,+)v(p,+)$ is zero.

The spin sums can be followed in their first diagonal elements. For $u$, the $s=+$ spinor contributes $2.25\,m$ and the other nothing, in agreement with $E+m$. For $v$, the two contributions are $\frac5{36}m$ and $\frac19m$, which add to $0.25\,m=E-m$. The mean spin component is $\langle\Sigma_z\rangle=0.8+0.0889=0.889$, below one because the motion is not along $z$. The numerical check checks the spin sums at this and two other momenta, also against projectors found by diagonalizing $\pm\boldsymbol\alpha\cdot\mathbf p+\gamma^0m$.

## Table of computed values

```
Electron; energies and momenta in units of m (hbar = c = 1)
momentum p [m]: [0.25 0.5  0.5 ]
|p| [m]: 0.7500
energy E [m]: 1.2500
speed |p|/E [c]: 0.6000
rapidity eta [1]: 0.693147
cosh(eta/2) [1]: 1.060660
sinh(eta/2) [1]: 0.353553
spinor components [sqrt(m)]:
u(p,+) +1.5000+0.0000i  +0.0000+0.0000i  +0.3333+0.0000i  +0.1667+0.3333i
u(p,-) +0.0000+0.0000i  +1.5000+0.0000i  +0.1667-0.3333i  -0.3333+0.0000i
v(p,+) +0.1667-0.3333i  -0.3333+0.0000i  +0.0000+0.0000i  +1.5000+0.0000i
v(p,-) -0.3333+0.0000i  -0.1667-0.3333i  -1.5000+0.0000i  +0.0000+0.0000i
ubar u, s=+ [m]: +2.0000+0.0000i
vbar v, s=+ [m]: -2.0000+0.0000i
u^dagger u, s=+ [m]: +2.5000+0.0000i
v^dagger v, s=+ [m]: +2.5000+0.0000i
ubar u, s=- [m]: +2.0000+0.0000i
vbar v, s=- [m]: -2.0000+0.0000i
u^dagger u, s=- [m]: +2.5000+0.0000i
v^dagger v, s=- [m]: +2.5000+0.0000i
ubar(p,+) v(p,+) [m]: +0.0000+0.0000i
u^dagger(p,+) v(p,+) [m]: +0.5000-1.0000i
u^dagger(p,+) v(-p,+) [m]: +0.0000+0.0000i
sum over s of u ubar [m], rows:
+2.2500+0.0000i  +0.0000+0.0000i  -0.5000+0.0000i  -0.2500+0.5000i
+0.0000+0.0000i  +2.2500+0.0000i  -0.2500-0.5000i  +0.5000+0.0000i
+0.5000+0.0000i  +0.2500-0.5000i  -0.2500+0.0000i  +0.0000+0.0000i
+0.2500+0.5000i  -0.5000+0.0000i  +0.0000+0.0000i  -0.2500+0.0000i
sum over s of v vbar [m], rows:
+0.2500+0.0000i  +0.0000+0.0000i  -0.5000+0.0000i  -0.2500+0.5000i
+0.0000+0.0000i  +0.2500+0.0000i  -0.2500-0.5000i  +0.5000+0.0000i
+0.5000+0.0000i  +0.2500-0.5000i  -2.2500+0.0000i  +0.0000+0.0000i
+0.2500+0.5000i  -0.5000+0.0000i  +0.0000+0.0000i  -2.2500+0.0000i
mean Sigma_z in u(p,+) [1]: 0.8889
ubar u converted [keV]: 1021.998
u^dagger u converted [keV]: 1277.497
```
